# Tension Raises String Q Although Bending Loss at Fixed Amplitude Grows

A clamped string under high tensile stress $\sigma$, vibrating at a fixed amplitude in a fixed low mode, loses more energy per cycle when the stress is raised, provided that the loss comes from bending at the clamps and the material's loss angle does not depend on frequency. Under these conditions

$$
\Delta W\propto\sqrt{\sigma},\qquad W\propto\sigma,\qquad Q=\frac{2\pi W}{\Delta W}\propto\sqrt{\sigma},
$$

where $W$ is the stored energy and $\Delta W$ the energy lost per cycle. The quality factor rises because the stored energy outruns the loss.

The contrary belief is that tension pulls the string straight, so that it bends less, dissipates less and rings better. Three true facts make this tempting. A taut string does have a higher $Q$ than a slack one of the same material. The fraction of its energy that resides in bending does fall. And at fixed stored energy the loss per cycle does fall. None of them says that bending loss falls at a given amplitude.

## Where the loss comes from

Take a uniform string of length $L$, width $w$ and thickness $h$, with cross-section $A=wh$ and second moment $I=wh^3/12$. Its density is $\rho$ and its Young's modulus is $E(1+i\phi)$, with a small loss angle $\phi=1/Q_{\rm int}$. The geometry stays the same when the stress changes. The displacement is $u(x)\cos\omega t$, and $a$ is the largest value of $|u|$.

At height $z$ above the mid-plane the axial strain has three parts:

$$
e=e_0+e_2(t)-z\,u''(x)\cos\omega t .
$$

Here $e_0$ is the static strain, and $e_2$ is the elongation forced on the string because a deflected string is longer than a straight one. Only the bending strain is linear in $u$; the elongation is quadratic.

For a strain $e_b\cos\omega t$ the stress is the real part of $E(1+i\phi)e_be^{i\omega t}$, which is $Ee_b(\cos\omega t-\phi\sin\omega t)$. The work lost per unit volume in one cycle is

$$
\oint(\text{stress})\,de=\int_0^{2\pi/\omega}Ee_b(\cos\omega t-\phi\sin\omega t)(-\omega e_b\sin\omega t)\,dt=\pi\phi Ee_b^2 ,
$$

since the product of sine and cosine averages to zero. With $e_b=-zu''$ and $\int z^2\,dA=I$, the whole string loses

$$
\Delta W=\pi\phi EI\int_0^L u''^2dx=2\pi\phi W_b,\qquad W_b=\frac{EI}{2}\int_0^L u''^2dx .
$$

The static stress also does work as the string elongates, but $\sigma\oint de=0$ because the strain returns to its starting value. That work is stored and given back. It supplies the tension energy, so at maximum deflection

$$
W=W_b+\frac{\sigma A}{2}\int_0^L u'^2dx .
$$

Elongation is not wholly free of loss, because its oscillation has a small hysteresis of its own. Longitudinal waves even out the axial force quickly, so the elongation is uniform: $e_2=e_m\cos^2\omega t$, with $e_m=\frac{1}{2L}\int u'^2dx$. Since $\cos^2\omega t=\frac12(1+\cos2\omega t)$, this is an oscillation of amplitude $e_m/2$ that completes two cycles per vibration. Its loss is

$$
2\,\pi\phi E\left(\frac{e_m}{2}\right)^2AL=\frac{\pi}{2}\phi Ee_m^2AL .
$$

As $e_m\propto a^2$, this loss is of order $a^4$ and drops out at small amplitude.

## Why clamp bending grows with stress

The mode shape obeys

$$
EI\,u''''-\sigma A\,u''=\rho A\omega^2u .
$$

Over most of the length the stiffness term is small, and $u\simeq a\sin(n\pi x/L)$ for mode $n$. This shape has slope $s=n\pi a/L$ at the wall, whereas a clamp demands zero slope. A thin layer must join the two. Inside it the derivatives are large, inertia can be neglected, and $EI\,u''''=\sigma A\,u''$. The solution that decays away from the wall is $u''\propto e^{-x/\ell}$, with

$$
\ell=\sqrt{\frac{EI}{\sigma A}}=h\sqrt{\frac{E}{12\sigma}},\qquad \lambda=\frac{\ell}{L}.
$$

Integrating once, with $u'=0$ at the wall and $u'\to s$ outside the layer, gives

$$
u'=s\left(1-e^{-x/\ell}\right),\qquad u''=\frac{s}{\ell}e^{-x/\ell}.
$$

The squared curvature integrates to $(s^2/\ell^2)(\ell/2)=s^2/(2\ell)$ at each clamp. Two clamps therefore hold

$$
W_b^{\rm cl}=\frac{EI}{2}\,\frac{s^2}{\ell}=\frac{s^2}{2}\sqrt{EI\,\sigma A}.
$$

At fixed amplitude and mode, $s$ is fixed, so the loss grows as $\sqrt\sigma$. When the stress is quadrupled, the layer becomes half as long. The same change of slope must then happen in half the distance, so the curvature doubles and the bending energy per unit length is multiplied by four. Four times the density over half the length is twice the loss. The string does look straighter near its ends, but only because the bend is packed into a shorter piece.

The tension energy of the sine shape is

$$
W_0=\frac{\sigma A}{2}\left(\frac{n\pi a}{L}\right)^2\frac{L}{2}=\frac{\sigma A\,n^2\pi^2a^2}{4L}=\frac{\sigma A\,s^2L}{4}.
$$

With $EI=\sigma A\ell^2$, the ratio of the two energies is

$$
\frac{W_b^{\rm cl}}{W_0}=\frac{\sigma A\,\ell s^2/2}{\sigma A\,s^2L/4}=2\lambda,
\qquad Q\simeq\frac{Q_{\rm int}}{2\lambda}=Q_{\rm int}\,\frac{L}{h}\sqrt{\frac{3\sigma}{E}} .
$$

The sine shape also bends between the clamps. Its energy there is

$$
W_b^{\rm bulk}=\frac{EI}{2}\,a^2\left(\frac{n\pi}{L}\right)^4\frac L2=\frac{EI\,n^4\pi^4a^2}{4L^3},
\qquad \frac{W_b^{\rm bulk}}{W_b^{\rm cl}}=\frac{n^2\pi^2\lambda}{2}.
$$

The square-root law thus needs both $\lambda\ll1$ and $n^2\pi^2\lambda/2\ll1$.

## The next correction

The leading law can be sharpened by solving the mode equation. Measure length in units of $L$ from the midpoint, $\xi=x/L-\frac12$, and put $\kappa^2=\rho\omega^2L^2/\sigma$. Then $\lambda^2u''''-u''=\kappa^2u$. The function $\cos k\xi$ is a solution if $\lambda^2k^4+k^2=\kappa^2$, and $\cosh g\xi$ is one if $\lambda^2g^4-g^2=\kappa^2$. Subtracting the first condition from the second gives $\lambda^2(g^4-k^4)=g^2+k^2$, hence $g^2=k^2+1/\lambda^2$.

For odd $n$ the combination that vanishes at $\xi=\pm\frac12$ is

$$
u=a\left[\cos k\xi-\cos\frac k2\,\frac{\cosh g\xi}{\cosh(g/2)}\right],
$$

up to a sign and an exponentially small change of the midpoint value. Zero slope at the wall requires

$$
k\tan\frac k2+g\tanh\frac g2=0 .
$$

Write $k=n\pi+\delta$. For odd $n$, $\tan(k/2)=-\cot(\delta/2)$. Since $g$ is large, $\tanh(g/2)$ may be replaced by 1. Then $\tan(\delta/2)=k/g=k\lambda+O(\lambda^3)$, so $\delta=2k\lambda+O(\lambda^3)$ and

$$
k=\frac{n\pi}{1-2\lambda}+O(\lambda^3)=n\pi(1+2\lambda+4\lambda^2)+O(\lambda^3).
$$

Even modes, built from $\sin$ and $\sinh$, obey $k\cot(k/2)=g\coth(g/2)$. There $\cot(k/2)=\cot(\delta/2)$, and the same series follows. Inserting it in $\kappa^2=k^2+\lambda^2k^4$ gives

$$
\kappa^2=n^2\pi^2\left[1+4\lambda+(12+n^2\pi^2)\lambda^2+O(\lambda^3)\right].
$$

The bending fraction follows from the frequency. Rayleigh's quotient,

$$
\omega^2=\frac{EI\int u''^2dx+\sigma A\int u'^2dx}{\rho A\int u^2dx},
$$

is stationary against small changes of the mode shape. When $E$ changes at fixed $\sigma$, only the explicit factor $E$ counts, so $d\ln\omega^2/d\ln E=W_b/W$. As $\lambda\propto\sqrt E$, this derivative is $\frac12\lambda\,d/d\lambda$. The logarithm of the bracket is $4\lambda+(12+n^2\pi^2)\lambda^2-\frac12(4\lambda)^2=4\lambda+(4+n^2\pi^2)\lambda^2$, and therefore

$$
\frac{1}{Q}=\phi\,\frac{W_b}{W}=\phi\left[2\lambda+(4+n^2\pi^2)\lambda^2+O(\lambda^3)\right].
$$

For the separate energies, use $W=\frac12\rho A\omega^2\int u^2dx$, the kinetic energy at zero deflection. For odd $n$ the cosine part contributes $\int\cos^2k\xi\,d\xi=\frac12+\sin k/(2k)$. Here $\sin k=-\sin\delta\simeq-2k\lambda$, so the integral is $\frac12-\lambda$. The $\cosh$ part has a coefficient of order $\lambda$, lives in a layer of width $\lambda$, and meets a cosine that is itself of order $\lambda$ there, so it enters at order $\lambda^3$. Hence

$$
W=W_0(1+4\lambda)(1-2\lambda)\simeq W_0(1+2\lambda),
$$

$$
W_b=W\,\frac{W_b}{W}\simeq2\lambda W_0\left[1+\left(4+\frac{n^2\pi^2}{2}\right)\lambda\right].
$$

## A germanium bridge

Consider a suspended germanium bridge along a cube axis, with $L=200$ µm, $w=1$ µm, $h=200$ nm, $a=10$ nm and an assumed $Q_{\rm int}=5000$. Rough constants are $E=100$ GPa and $\rho=5300$ kg/m³.

At $\sigma=0.2$ GPa the layer is $\ell=200\ \text{nm}\times\sqrt{100/2.4}=1.29$ µm long, so $\lambda=0.00645$. The tension is $\sigma A=40$ µN, and the leading stored energy is

$$
W_0=\frac{(4.0\times10^{-5}\ \text{N})\,\pi^2\,(10^{-8}\ \text{m})^2}{4\,(2\times10^{-4}\ \text{m})}=4.9\times10^{-17}\ \text{J}=308\ \text{eV}.
$$

The leading loss is $4\pi\phi\lambda W_0=5.00$ meV per cycle. The table gives values for the fundamental mode without the expansion in $\lambda$, from a Rayleigh–Ritz diagonalization of the energy in 120 polynomials that satisfy the clamp conditions.

| Stress (GPa) | $W$ (eV) | $\Delta W$ (meV) | $Q$ | $\omega/Q$ (1/s) |
|---|---:|---:|---:|---:|
| 0 | 0.516 | 0.649 | 5000 | 28.1 |
| 0.2 | 312 | 5.29 | 371,000 | 8.34 |
| 0.8 | 1240 | 10.29 | 758,000 | 8.11 |

From 0.2 to 0.8 GPa the loss per cycle is multiplied by 1.94, the stored energy by 3.97 and $Q$ by 2.04. The leading law gives 2, 4 and 2. The next order accounts for the small deficit in the loss: with $4+\pi^2/2=8.93$, it predicts $2(1+8.93\times0.00323)/(1+8.93\times0.00645)=1.95$.

The comparison with zero stress is more striking. The bridge at 0.2 GPa loses 8.2 times as much per cycle as the unstressed beam at the same amplitude. Its $Q$ is nevertheless 74 times higher, because it stores 605 times as much energy. The rise also holds where $\lambda$ is not small: computed at $\sigma AL^2/(EI)=0,1,10,10^2,10^3$ and $10^4$, with $EI$, $L$ and $a$ fixed, the bending loss increases at every step.

The loss sits where the derivation puts it. At 0.2 GPa, 84 % of the bending energy lies within one layer length of the clamps. The layer solution predicts the same share: the clamps hold $1/(1+\pi^2\lambda/2)=0.969$ of the bending energy, and $1-e^{-2}=0.865$ of that lies within a distance $\ell$.

## What is held fixed

At fixed stored energy the amplitude must shrink as $1/\sqrt\sigma$ when the stress rises. The loss, proportional to $a^2\sqrt\sigma$, then falls as $1/\sqrt\sigma$. In the example it falls to 0.49 of its value between 0.2 and 0.8 GPa. Someone who compares equal energies can correctly say that the taut string loses less per cycle. The reason is that it moves less; its clamps do not dissipate less for a given motion.

A comparison in time gives another view. With $\omega\simeq(n\pi/L)\sqrt{\sigma/\rho}$, the energy decay rate is

$$
\frac{\omega}{Q}\simeq\frac{n\pi}{L}\sqrt{\frac{\sigma}{\rho}}\;2\phi\,\frac hL\sqrt{\frac{E}{12\sigma}}=\phi\,n\pi\,\frac{h}{L^2}\sqrt{\frac{E}{3\rho}} .
$$

The stress cancels. For this bridge the limit is 7.88 per second, and the table approaches it from above. Within the clamp-dominated regime, more tension buys more cycles per ring-down but hardly a longer ring-down. Between zero stress and 0.2 GPa the decay rate does fall, by a factor of 3.4. The frequency rises from 22.3 to 492 kHz, a factor of 22, and the product of the two factors is the 74-fold gain in $Q$.

## Other ends, modes and materials

If the ends are held in place but free to rotate, the sine shape satisfies all the end conditions and no layer forms. Then $W_b=EI\,n^4\pi^4a^2/(4L^3)$, which does not contain the stress. The stored energy is $W_b+W_0$, so

$$
\frac{Q}{Q_{\rm int}}=1+\frac{W_0}{W_b}=1+\frac{1}{(n\pi\lambda)^2},
$$

and at high tension $Q$ grows as $\sigma$. Even here tension does not reduce bending loss at fixed amplitude; it leaves it unchanged. At 0.2 GPa the formula gives $5000\times(1+1/0.0203^2)\simeq1.2\times10^7$, about 33 times the clamped value. The clamps are thus the origin of the square root and of most of the loss.

High modes of a clamped string behave similarly, because bending between the clamps takes over when $n^2\pi^2\lambda/2$ exceeds 1. At 0.2 GPa this happens near $n=\sqrt{2/\lambda}/\pi=5.6$. For mode 15 the Rayleigh–Ritz calculation gives a loss only 1.11 times larger after a fourfold rise in stress. Adding the clamp and bulk terms gives 1.12, although that estimate assumes $n\pi\lambda\ll1$ and the value at 0.2 GPa is 0.30.

So far the loss angle $\phi$ has been taken as independent of frequency. If it varies as $\omega^p$, it varies as $\sigma^{p/2}$ at high tension, and $Q\propto\sigma^{(1-p)/2}$ when bending at the clamps dominates the loss. For viscous loss, $p=1$, the clamp-dominated loss at fixed amplitude grows as $\sigma$ and keeps pace with the stored energy, so $Q$ stops improving.

## The model beside a real bridge

A tensile strain of about 0.2 %, and so a stress near 0.2 GPa, is roughly what a narrow bridge keeps along its length when it is cut from a germanium film grown on silicon at high temperature. The strain of 0.8 % in the second case generally needs a shape that concentrates strain in the bridge, and this also alters the ends. $Q_{\rm int}$ is an assumption, and $Q$ scales with it. Orientation matters when bridges are compared at equal stress: along a face diagonal $E$ is larger. Germanium's elastic constants give about 137 GPa there against 102 GPa along a cube axis, so $\lambda$ is about 16 % larger and $Q$ about 14 % lower at 0.2 GPa (the rounded values 140 and 100 GPa would give 18 % and 16 %). At equal strain $\sigma/E$ the two directions have the same $\lambda$ and, for the same loss angle, the same $Q$. Resistance to sideways contraction near the clamp can raise $\lambda$ by up to 3.9 %, for a Poisson ratio of 0.27. Shear in the layer is a correction of relative order $\sigma/(\tfrac56G)$, or 1.4 % at 0.8 GPa with a shear modulus $G=67$ GPa.

Real supports are not rigid, and some energy escapes through them. Treat the support as a thick block of the same material, driven by the combined force $2\sigma A\pi a/L$ of both clamps through a small disc. The radiated loss is then about 2 % of the bending loss at 0.8 GPa, as an order of magnitude. This share grows as $\sigma^2$, because the radiated power varies as (force)²$\omega^2\propto\sigma^3$, while the bending loss per second varies as $\sqrt\sigma\,\omega\propto\sigma$. A thin, undercut or resonant support may take much more. By contrast, the elongation loss at 10 nm amplitude and 0.2 GPa is only $6\times10^{-5}$ of the bending loss. The table also assumes a good vacuum: at 0.2 GPa and room temperature, the drag of nitrogen at a pressure of about 1 Pa would already match the bending loss, even for a bridge far from other surfaces.

For a given geometry and a low mode, raising the stress is therefore a sound way to raise $Q$, provided that bending of the string dominates the loss, the loss angle changes little with frequency, and the gas and the support take little energy. At high tension, $n\pi\lambda\ll1$, the gain follows the square root of the stress when nearly all of the bending energy is at the clamps, and is steeper when bending between them contributes noticeably. At low tension it is weaker than the square root: for the fundamental this is so below $\sigma AL^2/(EI)\approx50$, about 0.4 MPa in this bridge. To lower the loss at a given amplitude and stress, one can soften the bend at the clamps or reduce the loss angle.
